# Critical Disorder for Avalanches in a Mean-Field Random-Field Ising Ferroelectric, part 2

We study the hysteresis loop of $N$ coupled bistable units $s_i=\pm1$ with mean polarization $m$. Unit $i$ feels the local field

$$b_i=f+Jm+h_i,\qquad J>0. \tag{1}$$

Here $f$ is the applied field times the dipole moment of a unit, so all fields are energies. The fixed random fields $h_i$ are Gaussian with density $p$, mean zero and standard deviation $R$. A unit switches up when $b_i>a$ and down when $b_i<-a$, with $a\ge0$. The temperature is zero and the sweep from saturation is quasistatic.

**Lemma 1.** In a rising sweep no unit switches back, and $m$ is the smallest solution of $m=G_N(m)$, where $G_N(m)$ is $-1$ plus twice the fraction of units with $h_i>a-f-Jm$.

For $N\to\infty$, $G_N$ converges uniformly to

$$G(m)=\operatorname{erf}\!\left(\frac{f-a+Jm}{\sqrt2\,R}\right). \tag{5}$$

**Lemma 2.** If $G(m)-m$ is negative immediately above the smallest solution $m_0$ of $m=G(m)$, the rising sweep tends to $m_0$.

With $x=f-a$, the solutions are

$$m=g(u)=\operatorname{erf}(u/\sqrt2),\qquad x=F(u)=Ru-Jg(u),$$

$$F'(u)=R-R_ce^{-u^2/2},\qquad R_c=\sqrt{2/\pi}\,J. \tag{13}$$

For any $m$, with $u=(x+Jm)/R$,

$$G(m)-m=[x-F(u)]/J. \tag{14}$$

The falling branch is $m_\downarrow(f)=-m_\uparrow(-f)$.

**Lemma 4.** One flip raises every local field by $2J/N$ and directly triggers on average

$$n=\frac{R_c}{R}\,e^{-u^2/2} \tag{15}$$

further flips. Where $F'(u)>0$, the mean avalanche size is

$$\bar S=\frac1{1-n}. \tag{16}$$

**Theorem.** Statements 1 and 2 are proved: the branches are smooth for $R>R_c$; at $R=R_c$ they are continuous, with infinite slope at $m=0$. In both cases the loop area is $4a$. Statement 3 remains: for $R<R_c$ each branch contains one avalanche that switches a finite fraction of all units, and there is hysteresis even for $a=0$.

The example has $J=1$, $a=0.2J$ and, so far, $R=1.0J$, with energies in units of $J$. It is compared with a sampled sweep of two million units. As an independent test, $R_c$ was also found as the width below which (5) acquires several solutions at $x=0$.

### Proof of statement 3

Let $R<R_c$. By (13), $F'(u)=0$ where $e^{-u^2/2}=R/R_c$, that is, at $u=\pm u_s$ with

$$u_s=\sqrt{2\ln(R_c/R)}. \tag{18}$$

$F$ increases for $u<-u_s$, decreases between $-u_s$ and $u_s$, and increases again for $u>u_s$. Its value at the first turning point is

$$f_J\equiv F(-u_s)=J\operatorname{erf}\!\left(\frac{u_s}{\sqrt2}\right)-Ru_s. \tag{19}$$

The signs follow from $g(-u_s)=-g(u_s)$. This value is positive, because $F(0)=0$ and $F$ decreases from $-u_s$ to 0.

As long as $x<f_J$, the smallest root of $F(u)=x$ lies at $u<-u_s$, where $F$ increases. The sweep follows this root continuously up to $u=-u_s$. For $x>f_J$ there is no root at $u\le u_s$, because $F$ does not exceed $f_J$ there. The one remaining root lies on the upper increasing part. As $x$ approaches $f_J$ from above, this root tends to $u_+$, defined by

$$F(u_+)=f_J,\qquad u_+>u_s. \tag{20}$$

In both ranges $F$ increases through the selected root, so (14) supplies the sign change required by Lemma 2. The limiting rising branch jumps at $f=a+f_J$ from $m_-=g(-u_s)$ to $m_+=g(u_+)$, by

$$\Delta m=\operatorname{erf}\!\left(\frac{u_+}{\sqrt2}\right)+\operatorname{erf}\!\left(\frac{u_s}{\sqrt2}\right). \tag{21}$$

It must still be shown that a large finite sample makes this jump in one avalanche and not in several at neighbouring fields. At $x=f_J$ we have $F(u)<f_J$ for $-u_s<u<u_+$. By (14), $G(m)-m$ is positive for all $m$ between $m_-$ and $m_+$. Choose a small $\eta>0$. On the closed interval from $m_-+\eta$ to $m_+-\eta$ the function has a positive minimum. It stays positive there for all $x$ in some small window around $f_J$ and, by uniform convergence, so does $G_N(m)-m$ for large $N$. The sample thus has no resting state with $m$ in this interval while $x$ is in the window. When $x$ enters the window the sample is below the interval, and when $x$ leaves the window the sample is above it, by Lemma 2. It must cross the interval at one value of the applied field, so this avalanche changes $m$ by at least $\Delta m-2\eta$. The window can also be chosen so narrow that the limiting branch at its two edges lies within $\eta$ of $m_-$ and $m_+$. For large $N$ the sample is then within $2\eta$ of these values at the edges, and the avalanche changes $m$ by at most $\Delta m+4\eta$. Since $\eta$ is arbitrary, the fraction of units switched in this avalanche tends to $\Delta m/2$.

Elsewhere the limiting branch is continuous, so there is no second macroscopic avalanche on the rising branch. The falling branch has its jump at $f=-a-f_J$, by symmetry. Between $f=-a-f_J$ and $f=a+f_J$ the two branches differ, also for $a=0$. This completes the proof of the theorem. ∎

### Coercive field and loop area

The jump starts at $m_-<0$ and ends at $m_+>0$, so $m$ changes sign within it. For $R<R_c$ the coercive field is therefore

$$f_c=a+f_J, \tag{22}$$

while $f_c=a$ for $R\ge R_c$. In the limit $R\to0$, equation (18) gives $u_s\to\infty$ with $Ru_s\to0$. Then $f_J\to J$ and $f_c\to a+J$. This is the field at which a unit without disorder, held down by all the others with strength $J$, reaches its threshold.

The area changes as well. Let $M_-(x)$ be the rising branch as a function of $x=f-a$, and let $M_+(x)=-M_-(-x)$. Then $m_\uparrow=M_-(f-a)$ and $m_\downarrow=M_+(f+a)$. Adding and subtracting $M_+(f-a)$ gives

$$\int(m_\downarrow-m_\uparrow)\,df
=\int[M_+(f+a)-M_+(f-a)]\,df+\int[M_+(x)-M_-(x)]\,dx .$$

The first integral is $4a$, because shifting an increasing curve of total rise 2 sideways by $2a$ sweeps out an area $2a\times2$. The second is the loop area at $a=0$. It comes from $|x|<f_J$, where the selected states differ, and it is positive. Below $R_c$ the coupling adds this second loss to the loss of the isolated units.

### Behaviour close to the critical width

Let $\delta=1-R/R_c$ be small and positive. Integrating the series of $g'$ gives $g(u)=\sqrt{2/\pi}\,(u-u^3/6+\dots)$, so $Jg(u)=R_c(u-u^3/6+\dots)$. To leading order

$$F(u)=(R-R_c)u+\frac{R_c}{6}u^3=\frac{R_c}{6}\left(u^3-6\delta u\right). \tag{23}$$

The turning points satisfy $3u^2=6\delta$, hence $u_s=\sqrt{2\delta}$. Replacing $6\delta$ by $3u_s^2$ gives

$$f_J=F(-u_s)=\frac{R_c}{6}\left(-u_s^3+3u_s^3\right)=\frac{R_c}{3}u_s^3
=\frac{2\sqrt2}{3}\,R_c\,\delta^{3/2}. \tag{24}$$

The landing point follows from the factorization

$$F(u)-f_J=\frac{R_c}{6}\left(u^3-3u_s^2u-2u_s^3\right)
=\frac{R_c}{6}(u+u_s)^2(u-2u_s).$$

The double root is the end point of the lower branch, and the other root is $u_+=2u_s$. The jump spans $3u_s$ in $u$, and with $g'(0)=\sqrt{2/\pi}$,

$$\Delta m=3\sqrt{\frac2\pi}\,\sqrt{2\delta}=6\sqrt{\frac\delta\pi}. \tag{25}$$

The macroscopic avalanche thus grows continuously from zero as the disorder is reduced, but with infinite initial slope in $\delta$. The excess coercive field grows much more slowly, as $\delta^{3/2}$.

At $R=R_c$ the linear term in (23) is absent. Then $x=R_cu^3/6$ and

$$m=\sqrt{\frac2\pi}\left[\frac{6(f-a)}{R_c}\right]^{1/3}, \tag{26}$$

for small $|f-a|$, with the real cube root. This is the infinite slope of statement 2.

These laws were tested against the full equations. At $\delta=10^{-4}$ the ratios of the full jump and the full excess field to (25) and (24) differ from 1 by less than $10^{-4}$. At $R=R_c$ and $f-a=10^{-5}J$ the corresponding ratio for (26) is $0.9998$.

An infinite slope is not confined to $R=R_c$. For $R<R_c$ the lower branch ends where $F'=0$. The second derivative is $F''(u)=R_c\,u\,e^{-u^2/2}$, which equals $-Ru_s$ at $u=-u_s$. Therefore, just before the jump,

$$f_J-x\approx\frac{Ru_s}{2}(u+u_s)^2 .$$

The distance from the end point closes as the square root of the remaining field, and the slope diverges. On the far side of the jump $F'(u_+)>0$, so the slope is finite there. The two sides of the step in a rising branch are not mirror images.

### Worked example on both sides of $R_c$

The parameters are again $J=1$ and $a=0.2J$. First take $R=1.0J$, above $R_c=0.798J$. The largest branching ratio is $n=R_c/R=0.798$, and the mean avalanche there has

$$\bar S=\frac1{1-0.7979}=4.95$$

flips. To compare with a sample one needs a window of finite width. For $|u|<0.2$ the ratio of all flips to all starts, with $n$ varying across the window, is $4.82$. The sweep of two million units gives $4.82$ as well; samples of this size scatter by about $0.03$ around this value.

Now take $R=0.6J$, below $R_c$. From (18),

$$u_s=\sqrt{2\ln(0.7979/0.6)}=0.755 .$$

The lower branch ends at $m_-=-\operatorname{erf}(u_s/\sqrt2)=-0.550$, and (19) gives

$$f_J=(0.5498-0.6\times0.7550)J=0.0968J .$$

The coercive field is $f_c=(0.2+0.0968)J=0.297J$. The solution of (20) is $u_+=1.670$ with $m_+=0.905$. As a check, $0.6\times1.6696-0.9050=0.0968$. The jump is

$$\Delta m=0.905+0.550=1.455,$$

so one avalanche switches $0.727$ of all units. In the sample of two million units the largest avalanche occurs at $0.297J$ and contains $0.728$ of the units. The sampled loop area is $1.113J$. For the same random fields with $a=0$, which only shifts the two branches towards each other, it is $0.313J$, so the loop stays open without any bistability of the single units. Integration of the limiting branches gives $1.116J$ and $0.316J$, so the third digit of the sampled areas is not converged.

This width is too far from $R_c$ for the leading laws to be accurate. Here $\delta=1-0.6/0.7979=0.248$. Equation (25) gives $1.69$, which is 16% above the full jump, and (24) gives $0.093J$, which is 4% below the full excess field.

The word *macroscopic* refers to how the avalanche grows with the system, so two sizes have to be compared:

| $R/J$ | largest fraction, $N=20\,000$ | largest fraction, $N=2\,000\,000$ |
|---:|---:|---:|
| $1.0$ | $0.00515$ | $0.00011$ |
| $0.6$ | $0.765$ | $0.728$ |

At $R=1.0J$ the largest avalanche grows from 103 to about 220 units while the system grows a hundredfold, so its share falls. At $R=0.6J$ the share stays finite. The smaller sample lies 5% above the limiting value $0.727$, the larger one within 0.1% of it. Each entry is a single draw. From sample to sample this share scatters by about 2% at $N=20\,000$ and by about 0.5% at $N=2\,000\,000$, so the first deviation is larger and the second smaller than is typical. Further values are in the numerical output below.

### Remarks on validity

**Other distributions.** The Gaussian form enters through the density of thresholds. For a general smooth density $p$ of $h_i$, the argument of Lemma 4 gives $n=2Jp$, evaluated at the present threshold. The rising branch is smooth if $2Jp<1$ everywhere. For the Gaussian the maximum of $p$ is $1/(\sqrt{2\pi}R)$, which leads back to $R>R_c$. The number $\sqrt{2/\pi}$ therefore belongs to the Gaussian, to $s_i=\pm1$, and to the coupling convention in (1).

**Unequal half-widths.** If each unit has its own $a_i\ge0$, Lemma 1 holds with $a_i$ in place of $a$. The rising branch then depends on the distribution of the upper thresholds $a_i-h_i$, and the density of these thresholds replaces $p$ in the criterion. The spread of the random fields alone no longer decides whether there is a jump.

**Depolarizing field.** A uniform depolarizing field adds $-Dm$ to the local field, with $D>0$. In this model it replaces $J$ by $J-D$, and for $D<J$ the critical width falls to $\sqrt{2/\pi}\,(J-D)$. For $D>J$ the effective coupling is negative. A flip then lowers the other local fields, and the proof of Lemma 1 no longer applies.

**Range, temperature and history.** Every unit here is coupled equally to all others. With short-range coupling a flip acts on a few neighbours, their local fields are not fixed by $m$, and equation (5) does not hold. The value of $R_c$ should not be carried over. At finite temperature units can cross their barriers before the local field reaches the threshold, so the loop depends on the sweep rate. Lemma 1 also requires a monotone sweep from saturation; minor loops and curves that start from a depolarized state need a separate treatment.

## Table of computed values

```
Model parameters and critical width
coupling J: 1.0 J
unit half-width a: 0.2 J
Rc from sqrt(2/pi): 0.797885 J
Rc from state counting: 0.797885 J
Reverse flips in random-order dynamics: 0
Units in small and large samples: 20000 2000000
Width R = 1.0 J; columns: f/J, rising m theory, sample, falling m theory, sample
 -0.5  -0.8876  -0.8879  -0.6659  -0.6655
  0.0  -0.5418  -0.5397   0.5418   0.5426
  0.2   0.0000   0.0063   0.7498   0.7501
  0.5   0.6659   0.6666   0.8876   0.8881
  1.0   0.9134   0.9138   0.9700   0.9702
largest avalanche fraction, small sample: 0.005150
largest avalanche fraction, large sample: 0.000110
sample loop area with a = 0.2 J: 0.8000 J
sample loop area with a = 0: 0.0000 J
theory loop area 4a: 0.8000 J
peak slope dm/df: 3.9477 1/J
peak branching ratio n: 0.7979
mean avalanche size at peak, 1/(1-n): 4.948 units
mean size for |u| < 0.2, theory: 4.822 units
mean size for |u| < 0.2, sample: 4.821 units
Width R = 0.6 J; columns: f/J, rising m theory, sample, falling m theory, sample
 -0.5  -0.9953  -0.9954  -0.9650  -0.9652
  0.0  -0.9433  -0.9433   0.9433   0.9425
  0.2  -0.8370  -0.8364   0.9784   0.9781
  0.5   0.9650   0.9644   0.9953   0.9952
  1.0   0.9973   0.9972   0.9998   0.9997
largest avalanche fraction, small sample: 0.765000
largest avalanche fraction, large sample: 0.727796
sample loop area with a = 0.2 J: 1.1130 J
sample loop area with a = 0: 0.3130 J
end point u_s: 0.75503
landing point u_plus: 1.66958
excess field f_J: 0.09675 J
coercive field a + f_J, theory: 0.29675 J
field of largest avalanche, sample: 0.29672 J
m before jump, theory: -0.54977
m after jump, theory: 0.90500
jump in m, theory: 1.45477
jump in m, sample: 1.45559
avalanche fraction, theory: 0.72738
Ratios of computed value to leading law near Rc
jump at 1 - R/Rc = 0.0001: 0.999945
excess field at 1 - R/Rc = 0.0001: 1.000015
m at R = Rc and f - a = 0.00001 J: 0.999792
```
